# When does a heated, clamped copper line over an air gap buckle?

**Question**

I have an exercise about a copper line suspended over an air gap. The line is 1 µm long and 20 nm thick, and it starts without stress. Its ends are clamped in rigid supports that do not expand. The expansion coefficient is $17\times10^{-6}$ per kelvin. I am asked how much heating makes it buckle.

I know Euler's load $\pi^2EI/L^2$. Setting it equal to the thermal force gives me about 19 K, but I am not sure that this load belongs to clamped ends. I also don't see why Young's modulus is missing from the data, since a stiff line should resist buckling better than a soft one. Finally, what happens just above the critical temperature? Does the line jump across the gap? In my case the line is 40 nm wide and the gap below it is 40 nm high.

**Answer**

Your 19 K belongs to ends that are held in place but free to rotate. Clamping also fixes their direction, which raises the load. An energy argument gives the factor, shows why the modulus drops out, and tells you what happens above the threshold.

**The force built up by heating**

Let the line have length $L$, width $b$ and thickness $t$, with $t<b\ll L$. Its section has area $A=bt$. For bending in the thin direction, the second moment of area is

$$I=\int_{-t/2}^{t/2} b\,z^2\,dz=\frac{bt^3}{12}.$$

I take the line to be straight, elastic and uniformly heated by $\Delta T$, with constant expansion coefficient $\alpha$ and Young's modulus $E$. "Without stress" has to mean at least that the net axial force is zero before heating.

A free line would acquire the strain $\alpha\Delta T$. The supports forbid this, so an elastic strain $-\alpha\Delta T$ must cancel it. Counting compression as positive, the force in the straight line is

$$P_0=EA\,\alpha\Delta T. \tag{1}$$

No external load is needed: the supports push back because the line tries to lengthen.

**What a deflection costs and what it gains**

Let $w(x)$ be the sideways deflection and $v(x)$ the displacement along the line. For small slopes, an element $dx$ of the centreline acquires the length

$$\sqrt{(1+v')^2+w'^2}\,dx\simeq\left(1+v'+\tfrac12w'^2\right)dx .$$

Its elastic strain is the total strain minus the thermal one, $v'+\frac12w'^2-\alpha\Delta T$. With no axial load between the supports, the axial force is the same all along the line, and so is this strain. It therefore equals its own average. The average of $v'$ vanishes because $v=0$ at both ends. With

$$s=\frac1{2L}\int_0^L w'^2\,dx, \tag{2}$$

the elastic strain is $s-\alpha\Delta T$. Here $s$ is the relative extra path length gained by bending sideways. The force is now $P=EA(\alpha\Delta T-s)$, so deflection relieves the compression.

The elastic energy is the sum of a compression part and a bending part:

$$U=\tfrac12EAL(\alpha\Delta T-s)^2+\tfrac12EI\int_0^L w''^2dx .$$

Expand the square and subtract the energy $U_0=\frac12EAL(\alpha\Delta T)^2$ of the straight line. The cross term is $-EAL\,\alpha\Delta T\,s=-P_0Ls$, by equation (1). Hence

$$U-U_0=\tfrac12EI\int_0^L w''^2dx-P_0Ls+\tfrac12EAL\,s^2. \tag{3}$$

The first term is the cost of bending and the second is the gain from releasing compression. Both are quadratic in $w$. The third is quartic, so it does not affect the onset, but it limits the deflection afterwards.

**The smallest bending cost for clamped ends**

We need the smallest bending energy for a given $s$. Write $u=w'$. Clamping means $w=w'=0$ at both ends, so

$$u(0)=u(L)=0,\qquad \int_0^L u\,dx=w(L)-w(0)=0 .$$

Since its end values agree, $u$ continues periodically without a jump. With $q=2\pi/L$ it has the Fourier series

$$u=\sum_{n\ge1}\left(a_n\cos nqx+b_n\sin nqx\right).$$

There is no constant term because the mean of $u$ is zero. Each squared sine or cosine integrates to $L/2$, and the cross terms integrate to zero. Therefore

$$\int_0^L u^2dx=\frac L2\sum_{n\ge1}(a_n^2+b_n^2),$$

$$\int_0^L u'^2dx=\frac L2\sum_{n\ge1}n^2q^2(a_n^2+b_n^2).$$

Every $n^2$ is at least 1, so

$$\int_0^L w''^2dx\ \ge\ q^2\int_0^L w'^2dx=2q^2L\,s. \tag{4}$$

Equality requires that $n=1$ alone be present, and $u(0)=0$ then removes the cosine. So $w'\propto\sin qx$. Integrating from $w(0)=0$ gives the buckling shape

$$w=\frac h2\left(1-\cos\frac{2\pi x}{L}\right), \tag{5}$$

where $h$ is the rise at the midpoint.

**The threshold**

Insert (4) into (3) and define $P_c=EIq^2=4\pi^2EI/L^2$:

$$U-U_0\ \ge\ L\left[(P_c-P_0)s+\tfrac12EA\,s^2\right]. \tag{6}$$

Since $s\ge0$, any deflection raises the energy when $P_0\le P_c$. When $P_0>P_c$, a small deflection of shape (5) lowers it. The straight line therefore becomes unstable at $P_0=P_c$:

$$EA\,\alpha\Delta T_c=\frac{4\pi^2EI}{L^2}.$$

Divide by $EA$ and use $I/A=t^2/12$:

$$\alpha\Delta T_c=\frac{\pi^2t^2}{3L^2},\qquad \boxed{\Delta T_c=\frac{\pi^2t^2}{3\alpha L^2}}. \tag{7}$$

This answers your question about the modulus. A stiff line does tolerate a larger force, but a given temperature rise also produces a larger force in it. Both are proportional to $E$. The width cancels in the same way.

Sideways bending exchanges $b$ and $t$ in $I$, so its threshold is higher by $(b/t)^2=4$ for your line. This is why the smaller dimension enters (7). If the width were comparable with the length, the object would be a plate and would need a different calculation.

For your data,

$$\alpha\Delta T_c=\frac{\pi^2}{3}\left(\frac{20}{1000}\right)^2=1.316\times10^{-3},$$

$$\Delta T_c=\frac{1.316\times10^{-3}}{17\times10^{-6}\ \mathrm{K^{-1}}}\simeq77\ \mathrm K .$$

Two other calculations bear on this. Solving the beam problem by finite differences, without assuming the shape (5), gives 77.41 K, the same as the formula to the digits shown. Two-dimensional elasticity, which does not assume that cross-sections stay flat, gives 77.06 K, or 0.5% less than beam theory. About 0.1 K of the difference comes from a small second-order axial term that (3) leaves out. Shear deformation, also absent from (3), would act in the same direction, but I have not separated it from effects at the clamps. The last digit of 77.06 K is not settled: a larger set of trial functions lowers the value by about 0.02 K. This calculation also keeps the cold thickness. A heated line that cannot lengthen becomes about 0.2% thicker, which alone raises the threshold by about 0.3 K. Copper's stiffness also changes slightly with strain, which shifts the threshold by an amount that depends on the crystal direction along the line. With published third-order elastic constants, it falls by a few tenths of a kelvin for $\langle100\rangle$, rises by a few tenths for $\langle111\rangle$, and rises by roughly 1 K for $\langle110\rangle$. For a real line, these calculations therefore do not fix the threshold to better than about 1 K.

**Where 19 K comes from**

Suppose the ends are held in place but can rotate. Then $w=0$ at the ends, while $w'$ is free there. The function $u=w'$ still has zero mean, but its end values need not agree. The suitable expansion is now a cosine series with half the basic wave number:

$$u=\sum_{n\ge1}c_n\cos\frac{n\pi x}{L}.$$

The same comparison of sums gives $\int u'^2dx\ge(\pi/L)^2\int u^2dx$. The critical load is $\pi^2EI/L^2$, one quarter of the clamped value, and the threshold becomes $77.4/4\simeq19$ K. Your arithmetic was right for those supports.

The comparison also shows how much the clamps matter. Ends that rotate elastically, but are still held in place, have a threshold between 19 K and 77 K.

**Just above the threshold**

The bound (6) also settles what happens next. For $P_0>P_c$, its right-hand side is smallest where its derivative with respect to $s$ vanishes:

$$P_c-P_0+EA\,s=0,$$

$$s=\frac{P_0-P_c}{EA}=\alpha(\Delta T-\Delta T_c). \tag{8}$$

Shape (5) attains the bound, so it is the state of lowest energy in this model. The force is then $P=P_0-EA\,s=P_c$. It stops rising, and further expansion goes into extra path length.

To find the rise, differentiate (5): $w'=(hq/2)\sin qx$. The average of $\sin^2$ is $\frac12$, so

$$s=\frac12\cdot\frac{h^2q^2}{4}\cdot\frac12=\frac{h^2q^2}{16}=\frac{\pi^2h^2}{4L^2}.$$

Equating this to (8) gives

$$h=\frac{2L}{\pi}\sqrt{\alpha(\Delta T-\Delta T_c)}. \tag{9}$$

The rise starts from zero, so the ideal line does not jump. It does grow steeply at first, because of the square root. Up and down have equal energy here. At 10 K above the threshold,

$$h=\frac{2000\ \mathrm{nm}}{\pi}\sqrt{17\times10^{-6}\times10}\simeq8.3\ \mathrm{nm},$$

well short of your 40 nm gap. The rod equations without the small-slope approximation give 8.31 nm, against 8.30 nm from (9).

The stress needs a modulus. Take $E=120$ GPa as a rough value for copper. At the threshold the compression is $120\ \mathrm{GPa}\times1.316\times10^{-3}\simeq158$ MPa. Bending adds the strain $(t/2)|w''|$ at the surface. From (5), the largest curvature is $hq^2/2=2\pi^2h/L^2$, so the peak compressive stress is

$$\sigma_{\max}=E\left(\alpha\Delta T_c+\frac{\pi^2th}{L^2}\right). \tag{10}$$

At 10 K above threshold the second term is about 197 MPa and the total is 355 MPa. This is already close to 400 MPa, a rough strength for thin copper. Formula (9) should therefore not be carried up to a rise of 40 nm. There, equation (10) gives about 1100 MPa, so with these rough values the metal would yield first. The strength and modulus of such a thin line depend on its grains, so the rise at which yielding starts is uncertain. Whether a yielding line reaches the floor is beyond this elastic model.

**A line that is not quite straight**

Let the unstressed line already have the shape (5) with a small rise $h_0$, and let $h$ be the total rise when hot. Bending energy now depends on the change $h-h_0$, and the extra path length is $s-s_0$, with $s_0=\pi^2h_0^2/(4L^2)$. Since the average of $\cos^2$ is $\frac12$,

$$U=\frac{EIq^4L}{16}(h-h_0)^2+\frac{EAL}{2}(\alpha\Delta T-s+s_0)^2 .$$

Set $dU/dh=0$, using $ds/dh=hq^2/8$:

$$\frac{EIq^4L}{8}(h-h_0)=EAL(\alpha\Delta T-s+s_0)\frac{hq^2}{8}.$$

Divide by $EALq^2/8$. On the left, $EIq^2/(EA)=\alpha\Delta T_c$. Dividing by this strain too, with its value from (7), gives

$$h-h_0=h\left[\frac{\Delta T}{\Delta T_c}-\frac{3(h^2-h_0^2)}{4t^2}\right]. \tag{11}$$

When the last term is small compared with $1-\Delta T/\Delta T_c$, $h\simeq h_0/(1-\Delta T/\Delta T_c)$: the bow doubles at half the critical heating. For $h_0=1$ nm, equation (11) gives 1.98 nm there and 8.15 nm at the critical heating itself. The sharp onset has become a gradual bulge, which begins well below 77 K. The critical temperature then marks the range of fast growth, not a sudden event.

**How other assumptions change the number**

*Starting tension.* A tensile stress $\sigma_0$ must first be cancelled by heating, so $\alpha\Delta T=\alpha\Delta T_c+\sigma_0/E$. The threshold rises by $\sigma_0/(E\alpha)$. For 100 MPa, this is

$$\frac{100\ \mathrm{MPa}}{120\,000\ \mathrm{MPa}\times17\times10^{-6}\ \mathrm{K^{-1}}}\simeq49\ \mathrm K .$$

*Surface stress.* A thin line also has a surface under tension, which pulls lengthwise all around the perimeter of the section. For a rough surface stress $f=1$ N/m, the force $2(b+t)f$ divided by $bt$ equals a tension of 150 MPa. Alone, this pull would raise the threshold by 73.5 K. But the surface also squeezes the section sideways, with mean stresses $-2f/t$ and $-2f/b$ that add up to $-150$ MPa. At fixed length, a Poisson ratio of 0.34 turns this into a lengthwise compression of about 51 MPa. The net tension is then about 99 MPa and the threshold rises by about 49 K, if none of this is already balanced in the starting state. This is why I defined the start by zero net force.

*Expanding supports.* If the supports expand with coefficient $\alpha_s$, the blocked strain is $(\alpha-\alpha_s)\Delta T$. For $\alpha_s<\alpha$, replace $\alpha$ by $\alpha-\alpha_s$ in (7). With $\alpha_s=2.6\times10^{-6}$ per kelvin, a rough value for silicon, the threshold becomes 91 K. If $\alpha_s\ge\alpha$, heating builds up no compression and this mechanism is absent.

*Variable expansion.* Let the coefficient start at $\alpha$ and grow by $\beta$ per kelvin. Integrating it over the heating gives $\alpha\Delta T+\frac12\beta\Delta T^2=1.316\times10^{-3}$ at the threshold. For a rough $\beta=9\times10^{-9}\ \mathrm{K^{-2}}$ the result is 76 K, a small change.

*Voltage across the gap.* Treat the line and the floor as parallel plates a distance $g$ apart. A deflection $w$ towards the floor makes the attraction per length

$$\frac{\varepsilon_0bV^2}{2(g-w)^2}\simeq\frac{\varepsilon_0bV^2}{2g^2}+kw,\qquad k=\frac{\varepsilon_0bV^2}{g^3}.$$

The second term acts as a negative spring, with energy $-\frac12k\int w^2dx$. For shape (5), $\int w^2dx=3h^2L/8$. The quadratic energy, now with this term, changes sign when

$$\frac{h^2L}{16}\left(EIq^4-Pq^2-3k\right)=0,$$

so the critical force falls by the fraction $3k/(EIq^4)$. At a fixed 1 V this is about 0.3%, or a few tenths of a kelvin. This leaves out the field at the edges, although the line is no wider than the gap is high. Including it, for a wide conducting floor, raises the reduction to about 0.5%, still a few tenths of a kelvin. The constant part of the attraction also bends the line downwards and so favours that direction. At 1 V this bending is only 0.1 to 0.2 nm in the cold line, but it grows to a few nanometres near the threshold, much as an initial bow does.

**Compared with a real interconnect**

Your line is an idealisation. An air gap in a chip can also lie between neighbouring copper lines that still rest on solid material. Such lines are not free to bend over a whole span, and this calculation does not describe them. A use temperature near 105 °C is a reasonable rough figure. If your line has zero net force at 25 °C, it is then heated by 80 K, and (9) gives a rise of 4.2 nm if it is perfectly straight. With an initial bow of 1 nm, equation (11) gives a total rise of about 8.9 nm instead. That case lies less than 3 K above the threshold, a margin far smaller than the shifts found above for starting tension, surface stress and expanding supports. It cannot decide whether a real line would buckle. A starting tension raises the threshold, by 49 K for each 100 MPa. Clamps that let the ends rotate lower it, by up to 58 K if the rotation is free. Copper can also creep when warm, which changes the starting force over time and is not included here.

For the exercise as set, the answer is 77 K. The threshold depends strongly on the dimensions: at fixed $\alpha$ and $t$, doubling the free span lowers it to a quarter, and 1 nm of extra thickness raises your 77 K by about 8 K. The numerical output below lists the main values.

## Computed results

```
Length: 1000 nm
Thickness: 20 nm
Width: 40 nm
Air gap below: 40 nm
Expansion coefficient: 1.70e-05 1/K
Young modulus (rough): 120 GPa
Poisson ratio (rough): 0.34
Strength of thin copper (rough): 400 MPa
Critical strain: 1.3159e-03
Critical heating, formula: 77.41 K
Critical heating, finite differences: 77.41 K
Critical heating, 2D elasticity: 77.06 K
Axial stress at threshold: 157.9 MPa
Heating beyond threshold: 10 K
Rise there, formula: 8.30 nm
Rise there, exact rod: 8.31 nm
Peak stress there, formula: 355 MPa
Peak stress there, exact rod: 355 MPa
Heating from 25 to 105 C: 80 K
Rise at 105 C: 4.23 nm
Support expansion (rough, silicon): 2.6e-06 1/K
Critical heating, expanding supports: 91.4 K
Starting tension (rough): 100 MPa
Threshold increase from it: 49.0 K
Surface stress (rough): 1.0 N/m
Equivalent starting tension: 150 MPa
Threshold increase if unbalanced: 73.5 K
Critical heating, ends free to rotate: 19.35 K
Initial bow: 1.0 nm
Total bow at half the critical heating: 1.98 nm
Total bow at the critical heating: 8.15 nm
Slope of expansion coefficient (rough): 9.0e-09 1/K^2
Critical heating, variable expansion: 75.88 K
Voltage across gap: 1.0 V
Threshold reduction from voltage: 0.33 percent
```
